# Bleaching of a Matched Resist Film: Explicit Transmission from Dill's Equations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the local dose

### A film thin enough to see through

Take a resist film that absorbs only a small part of the light falling on it. It contains a photoactive compound which absorbs the light, is destroyed by it, and leaves a transparent product. Let \(d\) be the thickness and \(A\) the absorption coefficient of the fresh film, with \(Ad\ll 1\). Every layer then receives nearly the same intensity \(I_0(t)\). If a fraction \(M\) of the compound remains and each molecule is destroyed at a rate proportional to the intensity, then

\[
\frac{dM}{dt}=-C I_0(t)M,\qquad M(0)=1 .
\]

Dividing by \(M\) and integrating gives

\[
M=e^{-CD},\qquad D(t)=\int_0^t I_0(t')\,dt' .
\]

The quantity \(D\) is the dose, an energy per area, and \(C\) is the bleaching constant, an area per energy. The film absorbs the fraction \(AdM\) of the light, to first order in \(Ad\), so its transmission is

\[
T\simeq 1-Ad\,e^{-CD}\qquad (Ad\ll1).
\]

The energy absorbed per area up to complete bleaching is

\[
\int_0^\infty Ad\,e^{-CD}\,dD=\frac{Ad}{C}.
\]

Two features are already visible. The lamp enters through its accumulated dose, and the film can absorb only a finite energy before it becomes clear.

In a thicker film the layers no longer receive the same light. The front shades the back, and as the front bleaches the shade lifts. Intensity and composition must then be found together, as functions of depth and time.

### The equations and their conditions

Let \(z\) be the depth, with \(z=0\) just inside the front surface and \(z=d\) at the back. Dill's equations are

\[
\frac{\partial I}{\partial z}=-(AM+B)I,\qquad
\frac{\partial M}{\partial t}=-CIM,
\]

with \(M(z,0)=1\) and \(I(0,t)=I_0(t)\) prescribed. The coefficient \(A\) describes absorption that disappears on bleaching, and \(B\) describes absorption that stays. Both are inverse lengths defined with natural exponentials. The constants satisfy \(A>0\), \(B\ge0\) and \(C>0\).

The first equation describes light travelling in one direction. It therefore requires that no wave return from the back. The substrate must match the film in refractive index, the match must persist while the film bleaches, and the rear face of the substrate must not reflect, which calls for an antireflection coating if the substrate is a glass plate in air. The incidence is normal and the light has one wavelength, so that one set of constants applies. The transit time of light through the film is neglected. The second equation assumes that the compound neither diffuses nor reacts in the dark, and that its destruction rate is linear in the intensity.

The transmission meant here is the internal one,

\[
T=\frac{I(d,t)}{I(0,t)} .
\]

If the front surface passes a constant fraction of the incident light, the dose \(D\) inside the film is that fraction of the incident dose. The formulas below then hold with \(D\) so defined.

### Integrating over time first

Each layer has its own accumulated dose,

\[
E(z,t)=\int_0^t I(z,t')\,dt',\qquad u(z,t)=CE(z,t).
\]

The second of Dill's equations, divided by \(M\), reads \(\partial\ln M/\partial t=-CI=-\partial u/\partial t\). Both \(\ln M\) and \(u\) vanish at \(t=0\), so

\[
M=e^{-u}.
\]

This is the thin-film result applied to a single layer. What remains is to find how the local dose falls with depth. Integrating the first of Dill's equations over time at fixed depth gives

\[
\frac{\partial E}{\partial z}
=-A\int_0^t IM\,dt'-B\int_0^t I\,dt' .
\]

In the first integral the second equation allows the replacement \(IM=-(1/C)\,\partial M/\partial t'\). Hence

\[
\int_0^t IM\,dt'=-\frac{1}{C}\bigl[M(z,t)-M(z,0)\bigr]
=\frac{1-M}{C}=\frac{1-e^{-u}}{C}.
\]

The second integral is \(E=u/C\). Multiplying the whole equation by \(C\) gives

\[
\frac{\partial u}{\partial z}=-F(u),\qquad
F(u)=A\bigl(1-e^{-u}\bigr)+Bu .
\]

The two coupled partial differential equations have become one ordinary differential equation in depth. Time enters through the starting value at the front,

\[
u(0,t)=u_0=CD(t).
\]

The two terms of \(F\) have a direct meaning. The bleachable part of the absorption takes energy in proportion to the compound destroyed, which saturates. The permanent part takes energy in proportion to the local dose, which does not.

### The implicit solution

For \(u>0\) the function \(F\) is positive, so the equation can be divided by it. The local dose falls from \(u_0\) at the front to \(u\) at depth \(z\). Reversing the limits absorbs the minus sign:

\[
\int_{u(z,t)}^{u_0}\frac{du'}{F(u')}=z .
\]

This fixes \(u\) uniquely. The integral is zero for \(u=u_0\) and increases steadily as the lower limit is reduced. It grows without bound as \(u\to0\), because \(F(u)\simeq(A+B)u\) there and the integral of \(1/u\) diverges logarithmically. Each depth therefore corresponds to one positive \(u\).

The intensity follows without another integration. Differentiating \(F\) gives

\[
F'(u)=Ae^{-u}+B=AM+B ,
\]

which is the local absorption coefficient. By the chain rule,

\[
\frac{\partial}{\partial z}\ln F(u)
=\frac{F'(u)}{F(u)}\frac{\partial u}{\partial z}
=-F'(u)=-(AM+B)=\frac{\partial}{\partial z}\ln I .
\]

The ratio \(I/F(u)\) is thus independent of depth. Equating its values at depth \(z\) and at the front gives

\[
\frac{I(z,t)}{I(0,t)}=\frac{F(u)}{F(u_0)} .
\]

At zero dose both numerator and denominator vanish, and the limit must be taken. With \(F(u)\simeq(A+B)u\), the implicit solution becomes \(\ln(u_0/u)=(A+B)z\), so the ratio tends to \(e^{-(A+B)z}\). This is the attenuation of the fresh film, as it should be.

### Without permanent absorption the solution is explicit

For \(B=0\) the integral is elementary. Multiplying numerator and denominator by \(e^{u'}\),

\[
\int\frac{du'}{A(1-e^{-u'})}
=\frac1A\int\frac{e^{u'}\,du'}{e^{u'}-1}
=\frac1A\ln\bigl(e^{u'}-1\bigr).
\]

Inserting the limits and multiplying by \(A\) gives

\[
\ln\frac{e^{u_0}-1}{e^u-1}=Az,
\qquad\text{or}\qquad
e^u=1+(e^{u_0}-1)e^{-Az}.
\]

The logarithmic relation is implicit, but it can be solved for \(u\), as the second form shows. Since \(M=e^{-u}\),

\[
M(z,t)=\frac{1}{1+(e^{CD}-1)e^{-Az}} .
\]

For the intensity, write \(q=e^{-Az}\) and use \(1-e^{-u}=(e^u-1)/e^u\):

\[
\frac{I(z,t)}{I(0,t)}
=\frac{1-e^{-u}}{1-e^{-u_0}}
=\frac{q(e^{u_0}-1)}{1+q(e^{u_0}-1)}\,
\frac{e^{u_0}}{e^{u_0}-1}
=\frac{qe^{u_0}}{1+q(e^{u_0}-1)} .
\]

Dividing numerator and denominator by \(qe^{u_0}\), the denominator becomes \(e^{Az}e^{-u_0}+1-e^{-u_0}\). At the back of the film this gives

\[
\boxed{\,T(D)=\frac{1}{1+(e^{Ad}-1)e^{-CD}}\,}
\]

for \(B=0\). At \(D=0\) it reduces to \(e^{-Ad}\), and for large dose it tends to 1. For \(Ad\ll1\), replacing \(e^{Ad}-1\) by \(Ad\) and expanding to first order recovers the thin film. For an opaque film, \(e^{Ad}\gg1\), it becomes

\[
T\simeq\frac{1}{1+e^{Ad-CD}} .
\]

Such a film stays dark until the dose comes within a few times \(1/C\) of \(Ad/C\), the energy per area needed to destroy all its compound.

### A model film

Take the round parameters \(A=1\ \mu\mathrm{m}^{-1}\), \(B=0\), \(C=0.02\ \mathrm{cm^2/mJ}\) and \(d=1.5\ \mu\mathrm{m}\), with a steady intensity of \(5\ \mathrm{mW/cm^2}\) just inside the front. Then \(Ad=1.5\) and \(e^{Ad}-1=3.4817\). After 12 s the dose is \(5\times12=60\ \mathrm{mJ/cm^2}\), so \(CD=1.2\) and \(e^{-CD}=0.3012\). The transmission is

\[
T=\frac{1}{1+3.4817\times0.3012}=\frac{1}{2.0487}=0.488 .
\]

It was 0.223 before exposure. The table also gives the remaining fractions at the front and back, and the transmission \(T_B\) of a second film that differs only in having \(B=0.05\ \mu\mathrm{m}^{-1}\). The values of \(T_B\) come from the implicit solution.

| \(D\) (mJ/cm²) | \(T\) | \(M(0)\) | \(M(d)\) | \(T_B\) |
|---:|---:|---:|---:|---:|
| 0 | 0.223 | 1.000 | 1.000 | 0.207 |
| 40 | 0.390 | 0.449 | 0.785 | 0.356 |
| 80 | 0.587 | 0.202 | 0.531 | 0.532 |
| 120 | 0.760 | 0.091 | 0.309 | 0.690 |
| 200 | 0.940 | 0.018 | 0.077 | 0.863 |
| 400 | 0.999 | 0.000 | 0.002 | 0.926 |

### What permanent absorption changes

Permanent absorption has two effects. The direct one is a constant factor \(e^{-Bd}\) in the transmission. The indirect one is that the deeper layers receive less light and bleach later. To separate them, integrate the first of Dill's equations over depth:

\[
\ln T=-A\int_0^d M\,dz-Bd .
\]

Compare two films at the same dose \(D\), one with \(B>0\) and one with \(B=0\), marking their remaining fractions \(M_B\) and \(M_0\). Subtracting the two expressions gives

\[
\frac{T_B}{T}=e^{-Bd}\exp\!\left[-A\int_0^d(M_B-M_0)\,dz\right].
\]

The function \(F\) is larger with \(B>0\), so \(1/F\) is smaller. To make up the same depth, the integral must then extend to a smaller \(u\). Hence \(M_B>M_0\) behind the front surface at any positive dose, and the ratio lies below \(e^{-Bd}\), which is 0.928 here. At \(80\ \mathrm{mJ/cm^2}\) it is \(0.5325/0.5872=0.907\).

At large dose the two films differ by the direct factor alone. Since \(1-e^{-u}\le u\), one has \(F(u)\le(A+B)u\), and the implicit solution gives \(z\ge\ln(u_0/u)/(A+B)\), that is

\[
u(z,t)\ge u_0e^{-(A+B)z}.
\]

As \(u_0\) grows, \(u\) therefore grows without bound at every depth in the film. The compound disappears throughout and \(T_B\to e^{-Bd}\). In the example \(T_B=0.926\) at \(400\ \mathrm{mJ/cm^2}\), close to the limit of 0.928.

The start of the bleaching curve is also simple. With dose as the variable, \(\partial M/\partial D=-C[I(z,t)/I(0,t)]M\), which at zero dose equals \(-Ce^{-(A+B)z}\). Differentiating \(\ln T\) and writing \(T_0=e^{-(A+B)d}\),

\[
\frac{1}{T_0}\left.\frac{dT}{dD}\right|_{D=0}
=AC\int_0^d e^{-(A+B)z}\,dz
=\frac{AC(1-T_0)}{A+B}.
\]

Multiplying by \(T_0\) gives the initial slope \(ACT_0(1-T_0)/(A+B)\). It is \(0.00347\ \mathrm{cm^2/mJ}\) for the first film and \(0.00313\ \mathrm{cm^2/mJ}\) for the second.

## Second derivation: a relation between light and compound

### Symbols and results carried over

The film occupies \(0\le z\le d\). The remaining fraction of photoactive compound is \(M\), with \(M=1\) before exposure, and \(D\) is the dose just inside the front surface. The coefficients \(A\) and \(B\) describe bleachable and permanent absorption, and \(C\) is the bleaching constant. The first derivation introduced the scaled local dose \(u\), with \(M=e^{-u}\) and \(u=CD\) at the front. For \(B=0\) it gave

\[
T=\frac{1}{1+(e^{Ad}-1)e^{-CD}},\qquad
M=\frac{1}{1+(e^{CD}-1)e^{-Az}} .
\]

The same two formulas will now be obtained without the local dose and without a quadrature over it.

### Dose as the clock

Let \(\tau(z,D)\) be the fraction of the front intensity that reaches depth \(z\), so that \(I=I_0\tau\), \(\tau(0,D)=1\) and \(\tau(d,D)=T\). The lamp intensity \(I_0\) does not depend on depth and cancels from the first of Dill's equations. In the second, \(dD=I_0\,dt\) removes it as well:

\[
\frac{\partial\tau}{\partial z}=-AM\tau,\qquad
\frac{\partial M}{\partial D}=-C\tau M\qquad(B=0).
\]

The lamp's time profile has disappeared. If the lamp is switched off for a while, neither \(D\) nor \(M\) changes, and \(\tau\) remains the transmission that a weak probe beam would measure. The dependence on dose alone is thus a property of the equations themselves. It rests on a destruction rate linear in intensity and on the absence of any process that runs in the dark.

### The mixed derivative

Both \(\tau\) and \(M\) are positive, so the equations may be written for their logarithms:

\[
\frac{\partial\ln\tau}{\partial z}=-AM,\qquad
\frac{\partial\ln M}{\partial D}=-C\tau .
\]

Differentiate the first with respect to dose and the second with respect to depth, and use the original equations on the right:

\[
\frac{\partial^2\ln\tau}{\partial D\,\partial z}
=-A\frac{\partial M}{\partial D}=AC\tau M,
\qquad
\frac{\partial^2\ln M}{\partial z\,\partial D}
=-C\frac{\partial\tau}{\partial z}=AC\tau M .
\]

The right-hand sides are equal. For smooth functions the order of differentiation does not matter, so subtraction gives

\[
\frac{\partial^2}{\partial D\,\partial z}\ln\frac{\tau}{M}=0 .
\]

A function whose mixed derivative vanishes is a sum of a function of \(D\) and a function of \(z\). Both can be read off at the edges of the domain. Before exposure, \(M=1\) and \(\tau=e^{-Az}\), so \(\ln(\tau/M)=-Az\). At the front surface, \(\tau=1\) and \(M=e^{-CD}\), so \(\ln(\tau/M)=CD\). The two values agree at the corner \(z=D=0\), where both vanish. Hence

\[
\ln\frac{\tau}{M}=CD-Az,
\qquad\text{or}\qquad
M=\tau\,e^{Az-CD}.
\]

This algebraic relation between light and composition holds at every depth and dose in the model with \(B=0\). At the back of the film it can be written as

\[
T(D)\,M(0,D)=T(0)\,M(d,D),
\]

because \(M(0,D)=e^{-CD}\) and \(T(0)=e^{-Ad}\). In the model film at \(60\ \mathrm{mJ/cm^2}\), the left side is \(0.4881\times0.3012=0.147\) and the right side is \(0.2231\times0.6589=0.147\).

The first derivation has given the transmission explicitly for \(B=0\) and implicitly for \(B>0\), and the second has so far given the relation \(M=\tau e^{Az-CD}\) for \(B=0\). It remains to obtain the transmission from this relation, to draw out its consequences, and to see where each derivation stops.

All numerical values are calculated from the stated model.
